# The hyperfine splitting of the hydrogen ground state, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the proton's moment to a formula

**Q.** The Coulomb problem gives the hydrogen ground state one energy. What is there to split?

**A.** The 1s level is a single orbital, but the electron and the proton each have spin one half, so it contains four spin states. The Coulomb energy does not depend on spin, and the four states coincide. Both particles also carry magnetic moments. The energy of one moment in the field of the other depends on how the spins are combined, and this separates the states.

I take an atom at rest with no external field. The electron is nonrelativistic, and the proton is a point charge with a magnetic moment. I work in SI units and let $\mathbf S$ and $\mathbf I$ be the electron and proton spins in units of $\hbar$. The moments are

$$
\boldsymbol\mu_e = - g_e \mu_B \mathbf S , \qquad
\boldsymbol\mu = 2 \mu_p \mathbf I .
$$

Here $g_e$ is positive, $\mu_B = e\hbar/2m$ is the Bohr magneton, $m$ is the electron mass and $e$ is the positive elementary charge. The minus sign comes from the electron's negative charge. The number $\mu_p$ is the measured proton moment, and the factor 2 is there because the largest component of $\mathbf I$ is one half.

**Q.** You will surely use first-order perturbation theory. Is that safe when the four states are degenerate?

**A.** Degeneracy means that the interaction must be diagonalized among the four states, which I shall do. Mixing with other orbitals is a second-order effect. The nearest level lies at three quarters of the Rydberg frequency, about $2.5\times10^{9}$ MHz, while the splitting will turn out to be of order $10^3$ MHz. I therefore keep terms linear in the proton moment. This comparison does not bound the second-order effect, because a short-range interaction also mixes in states of much higher energy. With a nonrelativistic electron the second-order term of the short-range interaction grows as the inverse of the radius over which the proton's moment is spread, and at a radius of order one femtometre it would reach the order of $10^{-3}$ of the splitting. That figure is not the physical correction, since a nonrelativistic electron is not a valid description at distances far below its Compton wavelength; the term needs a relativistic treatment. The terms quadratic in the proton moment are not evaluated here and count among the omitted corrections.

**Q.** Then here is my first real objection. The field of a point dipole falls as $1/r^3$. Its average over directions is zero, but its radial integral diverges at the origin. You have zero times infinity.

**A.** For a strict point dipole the product is indeed undefined until one says what happens at the origin. So I spread the moment over a small sphere and shrink the sphere at the end. Let the magnetization be $\boldsymbol\mu\,\rho(r)$, where $\rho$ is spherically symmetric and integrates to one. A small piece of it at $\mathbf r'$ is a dipole $\boldsymbol\mu\,\rho(r')\,d^3r'$, and adding the vector potentials of all the pieces gives

$$
\mathbf A(\mathbf r) = \frac{\mu_0}{4\pi}\, \boldsymbol\mu \times
\int \rho(r')\, \frac{\mathbf r - \mathbf r'}{|\mathbf r - \mathbf r'|^3}\, d^3r' .
$$

The integral has the form of the electric field of a spherical charge cloud. By Gauss's law only the part inside radius $r$ contributes, and it acts as if it sat at the centre. Hence

$$
\mathbf A = \frac{\mu_0}{4\pi}\, q(r)\, \frac{\boldsymbol\mu\times\mathbf r}{r^3},
\qquad q(r) = 4\pi \int_0^r \rho(s)\, s^2\, ds .
$$

Outside the sphere $q = 1$, and this is the usual dipole potential. For a density that is finite at the centre, $q$ falls as $r^3$ as $r$ goes to zero, so $\mathbf A$ vanishes there and nothing diverges.

**Q.** Show me the field. I want to see where the singular part goes.

**A.** Put $\boldsymbol\mu$ along $z$ and write $k = \mu_0/4\pi$. Since $\boldsymbol\mu\times\mathbf r$ has length $\mu r\sin\theta$ and points along increasing azimuth, the one component of the potential is $A_\phi = k\mu\, q \sin\theta / r^2$. The curl in spherical coordinates gives

$$
B_r = \frac{1}{r\sin\theta}\, \frac{\partial(\sin\theta\, A_\phi)}{\partial\theta}
= \frac{2k\mu\, q\cos\theta}{r^3},
$$

$$
B_\theta = -\frac1r\, \frac{\partial(r A_\phi)}{\partial r}
= -k\mu \sin\theta \left( \frac{q'}{r^2} - \frac{q}{r^3} \right).
$$

The component along the moment is $B_z = B_r\cos\theta - B_\theta\sin\theta$, so

$$
B_z = k\mu \left[ \frac{2q}{r^3}\cos^2\theta
+ \left( \frac{q'}{r^2} - \frac{q}{r^3} \right)\sin^2\theta \right].
$$

Over the sphere of directions $\cos^2\theta$ averages to $1/3$ and $\sin^2\theta$ to $2/3$. The two terms in $q/r^3$ become $+\tfrac23$ and $-\tfrac23$ and cancel at every radius. What is left contains $q' = 4\pi r^2\rho$:

$$
\langle B_z\rangle = \frac23\, k\mu\, \frac{q'}{r^2} = \frac23\, \mu_0\, \mu\, \rho(r) .
$$

The components across the moment vary as $\cos\phi$ or $\sin\phi$ and average to zero. The averaged field is therefore parallel to $\boldsymbol\mu$ and is present only where there is magnetization.

**Q.** So the electron feels the proton's field only when it is inside the proton?

**A.** For a spherical electron density, the net contribution comes from there. The field outside is not zero, but its effects in different directions cancel. Let $\psi$ be the 1s wave function. Weighting the field with the electron density gives an effective field

$$
\mathbf B_{\rm eff} = \int |\psi|^2\, \mathbf B\, d^3r
= \frac23\, \mu_0\, \boldsymbol\mu \int |\psi|^2 \rho\, d^3r
\;\longrightarrow\; \frac23\, \mu_0\, \boldsymbol\mu\, |\psi(0)|^2 .
$$

The arrow is the limit of a small proton: $\psi$ hardly changes across it, and $\rho$ integrates to one. The shape of $\rho$ has dropped out. This is called the contact interaction.

**Q.** A limit can hide a factor. Have you looked at a case with a finite radius?

**A.** Yes. The numerical check takes the curl of $\mathbf A$ point by point, without the formula for the average, and integrates over the 1s density. It uses $\rho = e^{-r/b}/(8\pi b^3)$, whose mean radius is $3b$. With lengths in Bohr radii the expected ratio to the point result is

$$
R(b) = \int \rho\, e^{-2r}\, d^3r
= \frac{1}{2b^3} \int_0^\infty r^2 e^{-(2+1/b)r}\, dr
= \frac{1}{(1+2b)^3} ,
$$

because $\int_0^\infty r^2 e^{-sr}dr = 2/s^3$. For $b = 0.001$ this is 0.994024, and the integration gives 0.9940239. Halving $b$ raises the numerical ratio to 0.9970060. Linear extrapolation to zero radius gives 0.999988. The missing $1.2\times10^{-5}$ is also accounted for: since $R = 1 - 6b + 24b^2 - \dots$, the combination $2R(b/2) - R(b)$ equals $1 - 12b^2$ to this order.

**Q.** You have treated the electron as a moment at rest. It also moves, and a moving charge feels a magnetic field.

**A.** That coupling comes from the kinetic energy. The electron's charge is $-e$, so $\mathbf p$ is replaced by $\mathbf p + e\mathbf A$. As $\nabla\cdot\mathbf A = 0$, the operators $\mathbf p$ and $\mathbf A$ can be exchanged in the cross term, which is

$$
\frac{e}{m}\, \mathbf A\cdot\mathbf p
= \frac{e k q}{m r^3}\, (\boldsymbol\mu\times\mathbf r)\cdot\mathbf p
= \frac{e k q}{m r^3}\, \boldsymbol\mu\cdot(\mathbf r\times\mathbf p) .
$$

The last bracket is the orbital angular momentum, which gives zero on an s state. The term in $\mathbf A^2$ is quadratic in the proton moment and lies outside the first-order treatment. In a p state the orbital term would survive and the density at the origin would vanish, so the formula below would not apply.

**Q.** Now the sign. Which arrangement is lower in energy?

**A.** A moment in a field has energy $-\boldsymbol\mu_e\cdot\mathbf B_{\rm eff}$. The minus sign in $\boldsymbol\mu_e$ cancels this one:

$$
H = g_e\mu_B\, \mathbf S\cdot\frac23\, \mu_0\, (2\mu_p\mathbf I)\, |\psi(0)|^2
= \mathcal A\, \mathbf I\cdot\mathbf S ,
\qquad
\mathcal A = \frac43\, \mu_0\, g_e\, \mu_B\, \mu_p\, |\psi(0)|^2 .
$$

Every factor in $\mathcal A$ is positive, so a negative $\mathbf I\cdot\mathbf S$ lowers the energy. The contact field points along the proton's moment and favours an electron moment parallel to it. Because the electron's moment is opposite to its spin, opposed spins are favoured.

**Q.** Then the levels are simple. Parallel spins give $\mathbf I\cdot\mathbf S = 1/4$ and antiparallel spins give $-1/4$. The splitting is $\mathcal A/2$.

**A.** That would hold if only the $z$ components interacted. The transverse components matter too:

$$
\mathbf I\cdot\mathbf S = I_z S_z + \tfrac12\, ( I_+ S_- + I_- S_+ ) .
$$

The second part exchanges the spins. It turns $|\uparrow\downarrow\rangle$ into $\tfrac12|\downarrow\uparrow\rangle$ and the reverse, while both states have $I_zS_z = -\tfrac14$. In this pair the matrix is

$$
\begin{pmatrix} -\tfrac14 & \tfrac12 \\ \tfrac12 & -\tfrac14 \end{pmatrix},
$$

with eigenvalue $\tfrac14$ for the symmetric combination and $-\tfrac34$ for the antisymmetric one. The states $|\uparrow\uparrow\rangle$ and $|\downarrow\downarrow\rangle$ have $\tfrac14$.

The total spin $\mathbf F = \mathbf I + \mathbf S$ gives the same result. Squaring it, with $\mathbf I^2 = \mathbf S^2 = \tfrac34$, gives

$$
\mathbf I\cdot\mathbf S = \tfrac12\left[ F(F+1) - \tfrac32 \right] .
$$

Three states with $F=1$ lie at $+\mathcal A/4$ and one with $F=0$ lies at $-3\mathcal A/4$. Their sum is zero, so the mean energy does not move. The splitting is the full $\mathcal A$, and its frequency follows from $h\nu = \mathcal A$.

**Q.** You still need $|\psi(0)|^2$. The proton is not infinitely heavy, so whose wave function is this?

**A.** It is the wave function of the relative coordinate $\mathbf r$, from proton to electron. In an atom at rest the momenta are $\mathbf p$ and $-\mathbf p$. With $M$ the proton mass, the kinetic energy is

$$
\frac{p^2}{2m} + \frac{p^2}{2M} = \frac{p^2}{2m_r} ,
\qquad m_r = \frac{m}{1+m/M} .
$$

Write the potential energy as $-K/r$ with $K = e^2/4\pi\varepsilon_0$, and try $\psi = N e^{-r/a}$. Then $\psi' = -\psi/a$ and $\psi'' = \psi/a^2$, and the Schrödinger equation becomes

$$
-\frac{\hbar^2}{2m_r}\left( \frac{1}{a^2} - \frac{2}{ar} \right) - \frac{K}{r} = E .
$$

This must hold at all $r$, so the $1/r$ terms must cancel:

$$
a = \frac{\hbar^2}{m_r K} = a_0\left( 1 + \frac mM \right),
\qquad a_0 = \frac{\hbar^2}{mK} .
$$

Normalization requires $1 = 4\pi N^2\int_0^\infty r^2e^{-2r/a}dr = \pi a^3N^2$. The density at the proton is therefore

$$
|\psi(0)|^2 = \frac{1}{\pi a^3} = \frac{1}{\pi a_0^3\,(1+m/M)^3} .
$$

A lighter effective particle has a larger orbit, and the density at the centre falls as the inverse volume.

**Q.** If the electron's mass is replaced by $m_r$, should the Bohr magneton not change as well? That would give a fourth power.

**A.** The reduced mass describes the relative motion. It enters through the sum of two kinetic energies, and the spin moments play no part in that sum. The moment $g_e\mu_B\mathbf S$ belongs to the electron itself, and $\mu_B$ is a unit containing the electron's own mass. Likewise, $\mu_p$ is the measured moment of the proton. In this model the mass ratio acts through the density alone, and the power is three. Finer effects of the proton's motion on the magnetic interaction are not included.

## Second half: from the formula to the number

**Q.** Before any numbers, remind me what we have.

**A.** The spins $\mathbf I$ and $\mathbf S$ interact through $\mathcal A\,\mathbf I\cdot\mathbf S$, and the splitting between $F=1$ and $F=0$ is $h\nu=\mathcal A$. The contact field and the two-body density give

$$
h\nu = \frac43\, \mu_0\, g_e\, \mu_B\, \mu_p\, |\psi(0)|^2 ,
\qquad |\psi(0)|^2 = \frac{X}{\pi a_0^3} ,
\qquad X = \left( 1+\frac mM \right)^{-3} .
$$

Here $g_e$ is the electron's g factor, $\mu_B=e\hbar/2m$, and $\mu_p$ is the proton moment. The masses of electron and proton are $m$ and $M$, and $a_0$ is the Bohr radius for an infinitely heavy nucleus. The vector $\boldsymbol\mu=2\mu_p\mathbf I$ is the proton's moment.

**Q.** That is a heap of SI constants. Can it be written so that I see the size of the effect?

The splitting of the hydrogen ground state now has a formula, in terms of the two magnetic moments and the electron density at the proton. It remains to write it in a form that shows the size of the effect, to put in the numbers, and to examine some of the corrections it omits.

Numerical values quoted here were computed with a short program.
